# London's Dispersion Coefficient from Single-Oscillator Polarizabilities: verification in Python

```python
"""
Result under test: London's dispersion coefficient, U(R) = -C6/R^6,
  C6 = (3/2) * aA*aB/(4 pi eps0)^2 * EA*EB/(EA+EB),
from the Casimir-Polder integral
  C6 = 3 hbar/(pi (4 pi eps0)^2) * Int_0^inf alphaA(i xi) alphaB(i xi) dxi
with alphaX(i xi) = aX/(1 + (xi/wX)^2) and EX = hbar*wX.
aX: static polarizability (C m^2/V); wX: oscillator angular frequency.
Example: two free Mg atoms, time-dependent Hartree-Fock (TDHF) response.
Atomic units are used inside the Mg calculation, eV and nm in the output.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from pyscf import gto, scf, cc, ao2mo

hbar, eps0, e_charge = const.hbar, const.epsilon_0, const.e
coulomb = 4 * np.pi * eps0


def london(vol_a, vol_b, energy_a, energy_b):
    """C6 from polarizability volumes and excitation energies."""
    return 1.5 * vol_a * vol_b * energy_a * energy_b / (energy_a + energy_b)


# ---- Test: Casimir-Polder integral against diagonalization ----
# Each model atom: an s ground state and two p triplets (7 states).
def model_atom(energies, dipoles):
    levels = np.diag([0.0] + [en for en in energies for _ in range(3)])
    dip = np.zeros((3, 7, 7))
    for shell, mu in enumerate(dipoles):
        for axis in range(3):
            state = 1 + 3 * shell + axis
            dip[axis, 0, state] = dip[axis, state, 0] = mu
    return levels, dip


en_a, mu_a = [1.0, 2.3], [0.9, 0.5]
en_b, mu_b = [0.6, 3.1], [0.7, 0.8]
h_a, d_a = model_atom(en_a, mu_a)
h_b, d_b = model_atom(en_b, mu_b)
inv_r3 = 1e-3
h_pair = np.kron(h_a, np.eye(7)) + np.kron(np.eye(7), h_b)
for axis, factor in enumerate((1.0, 1.0, -2.0)):
    h_pair += inv_r3 * factor * np.kron(d_a[axis], d_b[axis])
c6_diag = -np.linalg.eigvalsh(h_pair)[0] / inv_r3**2


def model_alpha(x, energies, dipoles):
    return sum(2 * en * mu**2 / (en**2 + x**2)
               for en, mu in zip(energies, dipoles))


c6_integral = 3 / np.pi * quad(
    lambda x: model_alpha(x, en_a, mu_a) * model_alpha(x, en_b, mu_b),
    0, np.inf)[0]
err_cp = abs(c6_diag / c6_integral - 1)
assert err_cp < 1e-4  # higher orders in the coupling remain

# ---- Test: London's formula in SI, unlike oscillators ----
vol_1, vol_2 = 2e-30, 3e-30                  # m^3
w_1, w_2 = 8 * e_charge / hbar, 12 * e_charge / hbar
a_1, a_2 = coulomb * vol_1, coulomb * vol_2
c6_london_si = london(vol_1, vol_2, hbar * w_1, hbar * w_2)
shape = quad(lambda u: 1 / (1 + u**2) / (1 + (u * w_1 / w_2)**2),
             0, np.inf)[0]
c6_quad_si = 3 * hbar / (np.pi * coulomb**2) * a_1 * a_2 * w_1 * shape
err_quad = abs(c6_quad_si / c6_london_si - 1)
assert err_quad < 1e-7

# Zero-point energy of two coupled charges e on springs
mass_1 = e_charge**2 / (a_1 * w_1**2)
mass_2 = e_charge**2 / (a_2 * w_2**2)
r_test = 2e-9
shift = 0.0
for factor in (1.0, 1.0, -2.0):
    spring = factor * e_charge**2 / (coulomb * r_test**3)
    off = spring / np.sqrt(mass_1 * mass_2)
    modes = np.sqrt(np.linalg.eigvalsh([[w_1**2, off], [off, w_2**2]]))
    shift += 0.5 * hbar * (modes.sum() - w_1 - w_2)
err_modes = abs(-shift * r_test**6 / c6_london_si - 1)
assert err_modes < 1e-4  # higher orders in 1/R^3 remain

# ---- Test: multipole weights from the Coulomb interaction ----
# Averages over the 12 icosahedron vertices are exact to degree 5.
s, t = sp.symbols("s t")
ax, ay, az, bx, by, bz = sp.symbols("ax ay az bx by bz")
inverse_distance = 1 / sp.sqrt((t * bx - s * ax)**2 + (t * by - s * ay)**2
                               + (1 + t * bz - s * az)**2)
dip_dip = sp.diff(inverse_distance, s, t).subs({s: 0, t: 0})
dip_quad = sp.diff(inverse_distance, s, t, t).subs({s: 0, t: 0}) / 2
golden = (1 + 5**0.5) / 2
vertices = []
for p in (1, -1):
    for q in (golden, -golden):
        vertices += [(0, p, q), (p, q, 0), (q, 0, p)]
vertices = np.array(vertices) / np.sqrt(1 + golden**2)
pairs = np.array([np.r_[u, v] for u in vertices for v in vertices]).T
names = (ax, ay, az, bx, by, bz)
weight_dd = 9 * np.mean(sp.lambdify(names, dip_dip, "numpy")(*pairs)**2)
weight_dq = 15 * np.mean(sp.lambdify(names, dip_quad, "numpy")(*pairs)**2)
assert abs(weight_dd - 6) < 1e-10 and abs(weight_dq - 15) < 1e-10

# ---- Mg atom: Hartree-Fock in an even-tempered Gaussian basis ----
# angular momentum: (smallest exponent, ratio, number of exponents)
tempering = {0: (0.025, 2.6, 14), 1: (0.015, 2.6, 11), 2: (0.02, 2.8, 7)}
basis = [[l, [first * ratio**k, 1.0]]
         for l, (first, ratio, count) in tempering.items()
         for k in range(count)]
mol = gto.M(atom="Mg 0 0 0", basis={"Mg": basis}, unit="Bohr", verbose=0)
z_ao = mol.intor("int1e_r")[2]
core_h = mol.intor("int1e_kin") + mol.intor("int1e_nuc")


def hartree_fock(field, guess=None):
    mf = scf.RHF(mol)
    mf.get_hcore = lambda *args: core_h + field * z_ao
    mf.conv_tol = 1e-12
    mf.max_cycle = 100
    mf.kernel(dm0=guess)
    assert mf.converged
    return mf


def valence_ccsd(mf):
    solver = cc.CCSD(mf, frozen=5)
    solver.conv_tol = 1e-10
    solver.conv_tol_normt = 1e-7
    solver.max_cycle = 100
    solver.kernel()
    assert solver.converged
    return mf.e_tot + solver.e_corr


mf0 = hartree_fock(0.0)
n_occ = mol.nelectron // 2
occ, vir = mf0.mo_coeff[:, :n_occ], mf0.mo_coeff[:, n_occ:]
n_vir = vir.shape[1]
n_exc = n_occ * n_vir
eri = mol.intor("int2e", aosym="s8")
ovov = ao2mo.general(eri, (occ, vir, occ, vir), compact=False)
ovov = ovov.reshape(n_occ, n_vir, n_occ, n_vir)
oovv = ao2mo.general(eri, (occ, occ, vir, vir), compact=False)
oovv = oovv.reshape(n_occ, n_occ, n_vir, n_vir)
direct = ovov.reshape(n_exc, n_exc)
exchange_b = ovov.transpose(0, 3, 2, 1).reshape(n_exc, n_exc)
exchange_a = oovv.transpose(0, 2, 1, 3).reshape(n_exc, n_exc)
gaps = (mf0.mo_energy[None, n_occ:] - mf0.mo_energy[:n_occ, None]).ravel()
a_plus_b = np.diag(gaps) + 4 * direct - exchange_b - exchange_a
a_minus_b = np.diag(gaps) + exchange_b - exchange_a

z_ov = (occ.T @ z_ao @ vir).ravel()
second = mol.intor("int1e_rr").reshape(3, 3, mol.nao, mol.nao)
quad_ao = (2 * second[2, 2] - second[0, 0] - second[1, 1]) / 2
quad_ov = (occ.T @ quad_ao @ vir).ravel()

# Oscillator form: alpha(i xi) = sum_n strength_n/(omega_n^2 + xi^2)
val, vec = np.linalg.eigh(a_minus_b)
assert val[0] > 0
root = (vec * np.sqrt(val)) @ vec.T
omega_sq, modes_mg = np.linalg.eigh(root @ a_plus_b @ root)
assert omega_sq[0] > 0
omega = np.sqrt(omega_sq)
strength = 4 * (modes_mg.T @ (root @ z_ov))**2
strength_q = 4 * (modes_mg.T @ (root @ quad_ov))**2
alpha_n = strength / omega_sq
alpha_0 = alpha_n.sum()
total_strength = strength.sum()
# The sum rule holds in a complete basis; 5 % allows for this finite one.
assert abs(total_strength / mol.nelectron - 1) < 0.05

omega_1 = omega[strength > 1e-4].min()
resonance = abs(omega - omega_1) < 1e-5
alpha_res = alpha_n[resonance].sum()
strength_res = strength[resonance].sum()

# Static value against the energy in a small real field
field = 1e-3
mf_f = hartree_fock(field, mf0.make_rdm1())
alpha_ff = 2 * (mf0.e_tot - mf_f.e_tot) / field**2
assert abs(alpha_ff / alpha_0 - 1) < 1e-3  # fourth-order field energy
alpha_cc = 2 * (valence_ccsd(mf0) - valence_ccsd(mf_f)) / field**2

# Casimir-Polder integral with alpha(i xi) from linear equations
inv_minus = np.linalg.inv(a_minus_b)


def alpha_imag(xi):
    return 4 * z_ov @ np.linalg.solve(a_plus_b + xi**2 * inv_minus, z_ov)


nodes, weights = np.polynomial.legendre.leggauss(80)
xi_grid = 0.3 * (1 + nodes) / (1 - nodes)
xi_weights = 0.6 * weights / (1 - nodes)**2
alpha_grid = np.array([alpha_imag(xi) for xi in xi_grid])
c6_cp = 3 / np.pi * np.sum(xi_weights * alpha_grid**2)

# The same coefficient as a sum of London terms over pairs of transitions
pair_terms = london(alpha_n[:, None], alpha_n[None, :],
                    omega[:, None], omega[None, :])
err_pairs = abs(pair_terms.sum() / c6_cp - 1)
assert err_pairs < 1e-6
c6_rr = pair_terms[np.ix_(resonance, resonance)].sum()
c6_ro = 2 * pair_terms[np.ix_(resonance, ~resonance)].sum()
c6_oo = pair_terms[np.ix_(~resonance, ~resonance)].sum()
c6_lon = london(alpha_0, alpha_0, omega_1, omega_1)
assert c6_lon < c6_cp  # lower bound
energy_eff = 4 * c6_cp / (3 * alpha_0**2)

# ---- Size of the neglected effects at 1 nm and 300 K ----
hartree = const.value("Hartree energy in eV")
bohr = const.value("Bohr radius") * 1e9      # nm
distance, temperature = 1.0, 300.0           # nm, K
dip_weight = strength / (2 * omega)
quad_weight = strength_q / (2 * omega)
c8 = 2 * weight_dq * np.sum(dip_weight[:, None] * quad_weight[None, :]
                            / (omega[:, None] + omega[None, :]))
c8_ratio = c8 / c6_cp * (bohr / distance)**2
e1 = omega_1 * hartree
reduced_wave = hbar * const.c / (e1 * e_charge) * 1e9
far = gto.M(atom=[["Mg", (0, 0, distance / bohr)]], basis={"Mg": basis},
            unit="Bohr", verbose=0)
orbital_3s = mf0.mo_coeff[:, n_occ - 1]
overlap = abs(orbital_3s @ gto.intor_cross("int1e_ovlp", mol, far)
              @ orbital_3s)
binding_3s = -mf0.mo_energy[n_occ - 1] * hartree
thermal = const.k * temperature / e_charge
c6_unit = hartree * bohr**6 * 1e3            # meV nm^6
vol_unit = bohr**3                           # nm^3
si_c6 = e_charge * 1e-3 * 1e-54              # J m^6 per meV nm^6

print("TESTS (relative differences)")
print(f"pair diagonalization vs integral: {err_cp:.1e}")
print(f"London vs quadrature, unlike pair: {err_quad:.1e}")
print(f"London vs coupled-oscillator modes: {err_modes:.1e}")
print(f"Mg pair sum vs integral: {err_pairs:.1e}")
print(f"dipole-dipole weight: {weight_dd:.4f}")
print(f"dipole-quadrupole weight: {weight_dq:.4f}")
print("MG ATOM, TDHF")
for l, (first, ratio, count) in tempering.items():
    print(f"basis l={l}: {count} exponents from {first} a0^-2, ratio {ratio}")
print(f"basis functions: {mol.nao}")
print(f"total oscillator strength: {total_strength:.3f}")
print(f"electrons: {mol.nelectron}")
print(f"resonance energy E1: {e1:.4f} eV")
print(f"resonance oscillator strength: {strength_res:.4f}")
print(f"static polarizability volume: {alpha_0 * vol_unit:.6f} nm^3")
print(f"same from finite field: {alpha_ff * vol_unit:.6f} nm^3")
print(f"static polarizability: {alpha_0*vol_unit*1e-27*coulomb:.4e} C m^2/V")
print(f"resonance share of it: {100 * alpha_res / alpha_0:.2f} %")
print("alpha(i xi)/alpha(0): TDHF, single oscillator")
for energy in (e1, 10.0, 30.0):
    xi = energy / hartree
    single = 1 / (1 + (xi / omega_1)**2)
    print(f"hbar xi = {energy:.4f} eV: {alpha_imag(xi)/alpha_0:.5f},"
          f" {single:.5f}")
print("DISPERSION COEFFICIENT, MG-MG")
print(f"C6 London: {c6_lon * c6_unit:.4f} meV nm^6")
print(f"C6 London in SI: {c6_lon * c6_unit * si_c6:.4e} J m^6")
print(f"C6 Casimir-Polder: {c6_cp * c6_unit:.4f} meV nm^6")
print(f"C6 Casimir-Polder in SI: {c6_cp * c6_unit * si_c6:.4e} J m^6")
print(f"London minus Casimir-Polder: {100 * (c6_lon / c6_cp - 1):.2f} %")
print(f"part resonance-resonance: {c6_rr * c6_unit:.4f} meV nm^6")
print(f"part resonance-other: {c6_ro * c6_unit:.4f} meV nm^6")
print(f"part other-other: {c6_oo * c6_unit:.4f} meV nm^6")
print(f"energy that makes London match: {energy_eff * hartree:.4f} eV")
print("NEGLECTED EFFECTS")
print(f"distance: {distance:.1f} nm")
print(f"temperature: {temperature:.0f} K")
print(f"London energy there: {-c6_lon*c6_unit/distance**6:.4f} meV")
print(f"valence-CCSD polarizability volume: {alpha_cc*vol_unit:.6f} nm^3")
print(f"CCSD change of alpha: {100 * (alpha_cc / alpha_ff - 1):.2f} %")
print("C6 change by alpha^(3/2) scaling:"
      f" {100 * ((alpha_cc / alpha_ff)**1.5 - 1):.2f} %")
print(f"C8 term / C6 term: {100 * c8_ratio:.2f} %")
print(f"reduced wavelength hbar c/E1: {reduced_wave:.2f} nm")
print(f"retardation (E1 R/hbar c)^2: {(distance / reduced_wave)**2:.2e}")
print(f"3s-3s overlap: {overlap:.3e}")
print(f"3s binding energy (HF): {binding_3s:.4f} eV")
print(f"overlap^2 * binding: {overlap**2 * binding_3s * 1e3:.3e} meV")
print(f"thermal energy kT: {thermal * 1e3:.3f} meV")
print(f"E1/kT: {e1 / thermal:.1f}")
print("all good")
```

Output:

```
TESTS (relative differences)
pair diagonalization vs integral: 1.2e-06
London vs quadrature, unlike pair: 2.2e-16
London vs coupled-oscillator modes: 9.0e-08
Mg pair sum vs integral: 7.0e-09
dipole-dipole weight: 6.0000
dipole-quadrupole weight: 15.0000
MG ATOM, TDHF
basis l=0: 14 exponents from 0.025 a0^-2, ratio 2.6
basis l=1: 11 exponents from 0.015 a0^-2, ratio 2.6
basis l=2: 7 exponents from 0.02 a0^-2, ratio 2.8
basis functions: 82
total oscillator strength: 11.994
electrons: 12
resonance energy E1: 4.0271 eV
resonance oscillator strength: 1.6694
static polarizability volume: 0.012119 nm^3
same from finite field: 0.012121 nm^3
static polarizability: 1.3485e-39 C m^2/V
resonance share of it: 93.20 %
alpha(i xi)/alpha(0): TDHF, single oscillator
hbar xi = 4.0271 eV: 0.51413, 0.50000
hbar xi = 10.0000 eV: 0.15223, 0.13955
hbar xi = 30.0000 eV: 0.02427, 0.01770
DISPERSION COEFFICIENT, MG-MG
C6 London: 0.4436 meV nm^6
C6 London in SI: 7.1076e-77 J m^6
C6 Casimir-Polder: 0.4596 meV nm^6
C6 Casimir-Polder in SI: 7.3629e-77 J m^6
London minus Casimir-Polder: -3.47 %
part resonance-resonance: 0.3853 meV nm^6
part resonance-other: 0.0705 meV nm^6
part other-other: 0.0038 meV nm^6
energy that makes London match: 4.1718 eV
NEGLECTED EFFECTS
distance: 1.0 nm
temperature: 300 K
London energy there: -0.4436 meV
valence-CCSD polarizability volume: 0.011051 nm^3
CCSD change of alpha: -8.83 %
C6 change by alpha^(3/2) scaling: -12.95 %
C8 term / C6 term: 19.03 %
reduced wavelength hbar c/E1: 49.00 nm
retardation (E1 R/hbar c)^2: 4.17e-04
3s-3s overlap: 7.019e-04
3s binding energy (HF): 6.8855 eV
overlap^2 * binding: 3.393e-03 meV
thermal energy kT: 25.852 meV
E1/kT: 155.8
all good
```
